# Why Cobalt Caps Lengthen the Electromigration Life of Copper Lines

**Q:** I coat the top of my copper lines with cobalt instead of leaving them under a dielectric, and they survive electromigration stress much longer. I am told that the cap strengthens the top interface, so the migration barrier goes up and the drift goes down exponentially. Is that right?

**A:** It is right under conditions, and one word needs correcting. The energy in the exponential is the activation energy $Q$ of diffusion along the interface, which is more than the migration barrier. I assume a vacancy mechanism: an atom hops only if the next site is empty, so we must also count the cost of the vacancy. Real interfaces and boundaries can also move atoms by interstitial or collective jumps, which this model leaves out.

Take a row of sites with spacing $a$. The electron wind pushes atoms along $+x$ with force $F=Z^*e\rho j$, where $Z^*$ is the magnitude of the effective charge, $\rho$ the resistivity and $j$ the current density. The force lowers the saddle by $Fa/2$ for a forward hop and raises it by as much for a backward hop. With attempt rate $\nu$ and migration energy $E_m$, the rates into an empty site are

$$p=\nu e^{-(E_m-Fa/2)/kT},\qquad q=\nu e^{-(E_m+Fa/2)/kT}.$$

If each site is empty with probability $c_v$, independently of the others, the mean atomic velocity is

$$v=a\,c_v(p-q)=2a\nu c_v e^{-E_m/kT}\sinh\frac{Fa}{2kT}.$$

Sources and sinks keep vacancies in equilibrium, so $c_v=1/(1+e^{E_f/kT})\approx e^{-E_f/kT}$ for formation energy $E_f\gg kT$. For $Fa\ll kT$ the hyperbolic sine is nearly equal to its argument, and to this accuracy

$$v=\frac{DF}{kT},\qquad D=a^2\nu\,e^{-Q/kT},\qquad Q=E_f+E_m .$$

**Q:** Why may you treat the sites as independent when the wind drives a current through them?

**A:** Close the row into a ring and give all arrangements with the same number of atoms equal probability. An arrangement is left by forward hops at rate $p$ times its number of atom–vacancy neighbours, read along $+x$. It is entered by forward hops at rate $p$ times its number of vacancy–atom neighbours. On a ring these two numbers are equal, since every block of atoms has one front and one back. Gain balances loss, and the same holds for backward hops. Creating and filling vacancies site by site, with rates in the ratio $e^{-E_f/kT}$, keeps the independent distribution too.

A six-site ring solved without this assumption confirms the law. Raising $E_f$ by $2kT$ lowers the logarithm of the drift by 1.9997, and raising $E_m$ by $2kT$ lowers it by 2.0000. A real interface has a more complicated hop geometry; I put its numerical factors into a prefactor $D_0$ and write $D=D_0e^{-Q/kT}$.

**Q:** So does stronger bonding to the cap raise $Q$ or not? Could it bind the atom at the saddle just as strongly?

**A:** Let the cap bind a copper atom by an extra energy $b$ in its site and by $b_s$ at the saddle. To make a vacancy, the atom leaves for a place without that bond, so $E_f$ rises by $b$. To hop, it exchanges the site bond for the saddle bond, so $E_m$ changes by $b-b_s$. Together,

$$\Delta Q=b+(b-b_s)=2b-b_s .$$

For $b_s=b$ the migration energy does not change at all, yet $Q$ rises by $b$ because vacancies become rarer. In this bond count $Q$ would fall only if the saddle were bound more than twice as strongly as the site. That cobalt binds copper more strongly than a dielectric does is a premise here; I have not computed it.

**Q:** Atoms also move along the sidewalls and grain boundaries. How does the cap affect the whole line?

**A:** The paths carry atoms side by side. If path $i$ holds a fraction $f_i$ of the atoms and all paths feel the same $F$, the mean drift is

$$v=\sum_i f_i\frac{D_iF}{kT}=\frac{D_{\rm eff}F}{kT},\qquad D_{\rm eff}=\sum_i f_iD_i .$$

This assumes a common $Z^*$, and a stress that is uniform across the section. For width $w$, height $h$ and path thickness $\delta$, divide the area of each path by $wh$:

$$f_{\rm top}=\frac{\delta}{h},\qquad f_{\rm liner}=\frac{\delta}{h}+\frac{2\delta}{w},\qquad f_{\rm gb}=\frac{\delta}{w}.$$

The liner covers the bottom and both sides. The last fraction is for one upright grain boundary running along the line; a bamboo line, whose boundaries only cross it, has none. The rest is bulk.

Now let the cap raise the top energy by $\Delta Q$ at fixed prefactor. Write $r$ for the flux through all other paths divided by the flux through the uncapped top. The drift falls by the factor

$$R=\frac{D_{\rm eff}^{\rm bare}}{D_{\rm eff}^{\rm cap}}=\frac{1+r}{e^{-\Delta Q/kT}+r}.$$

If $r\ll e^{-\Delta Q/kT}$, then $R\approx e^{\Delta Q/kT}$: this is the exponential you were told about. If $r\gg e^{-\Delta Q/kT}$, then $R\approx 1+1/r$, and a better cap hardly helps, because most of the remaining flux runs through the other paths, which the cap is assumed to leave unchanged. A real cap may not do so: cobalt can enter the copper and its grain boundaries.

**Q:** Put numbers in. How much of the exponential survives?

**A:** I use round model parameters, not a fit to your metal: $w=h=100$ nm, $\delta=0.5$ nm and $D_0=10^{-6}$ m²/s on every path. The top has $Q=0.90$ eV bare and 1.10 eV capped. The liner has 1.10 eV, the grain boundary 1.00 eV and the bulk 2.00 eV.

At 105 °C, $kT=0.03259$ eV, and the drift on the top interface alone falls by $e^{0.20/0.03259}\approx 463$. In a bamboo line the liner has three times the area of the top and the same energy as the capped top, while bulk is negligible. Thus $r=3/463=0.00648$ and

$$R=\frac{1.00648}{0.00216+0.00648}\approx 116 .$$

A top interface that carried no atoms at all would give $1.00648/0.00648\approx155$. So the cap has removed the top as the main path: its share of the flux drops from 99.4% to 25%.

With a lengthwise grain boundary, whose energy is 0.10 eV above that of the bare top, $r$ gains $e^{-0.10/0.03259}\approx0.0465$ and becomes 0.053. The factor is then only

$$R=\frac{1.053}{0.00216+0.053}\approx19,$$

against a ceiling of about 20. With these energies the same cap does about six times less for the fine-grained line, and further progress there must come chiefly from the grains. All these factors hang on the chosen energies of the other paths. Measured grain-boundary energies in copper are often lower than 1.00 eV; at 0.90 eV the factor is only 2, and at 0.80 eV the cap gives almost nothing. Conversely, a liner at 1.4 eV would let the bamboo line keep nearly the full 463.

**Q:** You computed a drift ratio. I measure lifetime, which includes the wait before a void appears. Does the same factor apply?

**A:** It does in the following model. Let $\sigma$ be the hydrostatic stress, positive in tension. Atoms move towards higher tension, so with atomic volume $\Omega$ the flux is

$$J=\frac{D_{\rm eff}}{\Omega kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).$$

Where the flux grows along $x$, atoms are lost at the fractional rate $\Omega\,\partial J/\partial x$. The confined line responds with tension through its modulus $B$:

$$\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}=\kappa\frac{\partial^2\sigma}{\partial x^2},\qquad \kappa=\frac{D_{\rm eff}B\Omega}{kT}.$$

I take $D_{\rm eff}$ independent of stress and position, and no stress at the start. At the blocked cathode end, $x=0$, no atoms arrive, so $J=0$ and $\partial\sigma/\partial x=-G$ with $G=F/\Omega$. Stress therefore enters there at the constant rate $\kappa G$. One unit injected at a reflecting wall spreads after a time $\tau$ to

$$K(x,\tau)=\frac{e^{-x^2/4\kappa\tau}}{\sqrt{\pi\kappa\tau}},\qquad \int_0^\infty K\,dx=1 .$$

Adding all injections up to time $t$, in a line long enough for its far end not to matter, gives

$$\sigma(x,t)=G\kappa\int_0^t K(x,\tau)\,d\tau,\qquad \sigma(0,t)=2G\sqrt{\frac{\kappa t}{\pi}} .$$

A void nucleates when $\sigma(0,t)$ reaches the critical tension $\sigma_c$:

$$t_n=\frac{\pi\sigma_c^2}{4G^2\kappa}.$$

**Q:** And then the void has to grow until my resistance jumps.

**A:** The void surface carries no tension, so $\sigma(0)=0$ from then on. Let $s$ be the time since nucleation and $\ell$ the length of the void, taken to span the whole section, so that $d\ell/ds=\Omega J(0)$. Far away $\Omega J=v$. Integrating the stress equation over the line, with $I=\int_0^\infty\sigma\,dx$, gives

$$\frac{dI}{ds}=B\left(v-\frac{d\ell}{ds}\right).$$

At nucleation $\ell=0$ and $I=G\kappa t_n$. Since $G\kappa/B=D_{\rm eff}F/kT=v$, this is $I=Bvt_n$, and so

$$\ell(s)=v(t_n+s)-\frac{I(s)}{B}.$$

The stored tension feeds the void as it relaxes. With $\sigma(0)=0$, the method of images says that a fraction $\operatorname{erf}(y/2\sqrt{\kappa s})$ of the stress first at $y$ is still in the line at time $s$. For the part injected a time $\tau$ before nucleation, put $u=y/2\sqrt{\kappa\tau}$ and $z=\sqrt{\tau/s}$. The surviving fraction is

$$A(z)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2}\operatorname{erf}(zu)\,du .$$

Its derivative is elementary:

$$\frac{dA}{dz}=\frac4\pi\int_0^\infty u\,e^{-(1+z^2)u^2}du=\frac{2}{\pi(1+z^2)} .$$

As $A(0)=0$, we have $A=(2/\pi)\arctan z$. It remains to sum over $\tau=sz^2$ from 0 to $t_n$. Integrating by parts, with $s(1+z^2)$ as the antiderivative of $2sz$,

$$\int_0^{t_n}\arctan\sqrt{\tau/s}\;d\tau=\Big[s(1+z^2)\arctan z-sz\Big]_{0}^{\sqrt{t_n/s}}=(t_n+s)\arctan\sqrt{\frac{t_n}{s}}-\sqrt{t_ns}.$$

Multiplying by $2G\kappa/\pi=2Bv/\pi$ gives $I(s)$. Insert it in $\ell$ and use $\arctan\sqrt{t_n/s}=\pi/2-\arctan\sqrt{s/t_n}$. The terms $v(t_n+s)$ cancel, leaving

$$\ell(s)=\frac{2v}{\pi}\left[(t_n+s)\arctan\sqrt{\frac{s}{t_n}}+\sqrt{t_ns}\right].$$

Early on, $\ell\approx(4v/\pi)\sqrt{t_ns}$: the released tension makes the void open quickly. Late, $\ell\approx v(t_n+s)$, as if the void had been growing since the current was switched on. The wait was not lost time for the drift; the missing atoms had been stored as tension.

**Q:** Where is the proof that lifetime follows the drift ratio?

**A:** Failure means $\ell=\ell_c$. Measure time after nucleation by $u=s/t_n$ and define

$$H(u)=\frac2\pi\left[(1+u)\arctan\sqrt u+\sqrt u\right],\qquad \theta=\frac{vt_n}{\ell_c}.$$

The failure condition is $\theta H(u)=1$, and the lifetime is

$$t_f=t_n(1+u)=\frac{\ell_c}{v}\,\theta(1+u).$$

Now insert $v$, $t_n$ and $\kappa$ into $\theta$:

$$\theta=\frac{1}{\ell_c}\,\frac{D_{\rm eff}F}{kT}\,\frac{\pi\sigma_c^2kT}{4G^2D_{\rm eff}B\Omega}=\frac{\pi\sigma_c^2}{4GB\ell_c}.$$

The diffusivity cancels. So $u$ does not depend on it, and at fixed temperature, current, $\sigma_c$ and $\ell_c$ the lifetime is proportional to $1/D_{\rm eff}$. The drift factor $R$ is also the lifetime factor.

For the example take $Z^*=1$, $\rho=3\times10^{-8}$ Ω m, $j=2\times10^{10}$ A/m², $\Omega=1.2\times10^{-29}$ m³, $B=30$ GPa, $\sigma_c=100$ MPa and $\ell_c=100$ nm. Then $G=8.01\times10^{12}$ Pa/m and $\theta=0.327$, for which $\theta(1+u)=1.084$. The bare bamboo line at 105 °C drifts at $9.38\times10^{-17}$ m/s, so

$$t_f=1.084\times\frac{10^{-7}\ \text{m}}{9.38\times10^{-17}\ \text{m/s}}=1.16\times10^9\ \text{s}\approx37\ \text{years},$$

of which 11 years pass before nucleation. The capped line gets about 4300 years. That is no forecast of service life: the model contains no other failure mechanism, and one of those may end the line's life much earlier. A finite-volume solution of both stages agrees with the lifetime formula to within 0.5% of the predicted value, for the bare and the capped line.

**Q:** A well-bonded cap should also resist void nucleation. Why credit the activation energy and not a higher $\sigma_c$?

**A:** Let $\sigma_c$ grow by a factor $m>1$ with $D_{\rm eff}$ unchanged. Then $t_n$ and $\theta$ grow by $m^2$. Since $H$ increases with $u$, the condition $\theta H(u)=1$ now requires a smaller $u$. Hence, in a line long enough for its far end not to matter, $t_f=t_n(1+u)$ grows by less than $m^2$.

Doubling $\sigma_c$ in the bare bamboo line lengthens life by 1.57, well below the bound of 4, because nucleation is only 30% of the original life, and the larger stored tension then opens the void faster: the wait grows from 11 to 44 years while the growth stage shrinks from about 26 to about 13. The 0.20 eV rise gives 116. In a very long line $\sigma_c$ would have to rise by more than $\sqrt{116}\approx10.8$ to compete; solving $\theta H(u)=1$ gives a factor of about 20.

In a finite line there is another way out. If both ends are blocked and no void forms, the flux eventually stops and the stress has slope $-G$ everywhere. Atoms are conserved, so the mean stress is still zero and the cathode tension is $GL/2$. For $L=200$ µm this is 801 MPa, so raising $\sigma_c$ by slightly more than a factor of 8 would already prevent nucleation, provided the anode end withstands an equally large compression without pushing copper out. At 100 MPa the same happens for lines shorter than $2\sigma_c/G\approx25$ µm. There the cap only slows the approach to a steady state without a void. In a slightly longer line a void forms but stops growing once the stress falls from zero at the void with slope $-G$. Its length is then $GL^2/2B$, so failure also requires $L>\sqrt{2B\ell_c/G}\approx27$ µm. The long-line lifetime applies to the 200 µm line because stress has spread only about 20 µm by the time of failure.

**Q:** My tests run at 300 °C. Can they tell me that $Q$ has risen, and not just the prefactor fallen?

**A:** A single temperature cannot. At 300 °C, $kT=0.04939$ eV and the rise in $Q$ slows the top by 57.4; the bamboo line lives 15 times longer, 583 h against 39 h. A cap that left $Q$ at 0.90 eV but divided the top prefactor by 57.4 would give the same lifetime.

At 105 °C the two part: the second cap gives a gain of 42, the first 116. Notice that the prefactor cap also gains more on cooling, since the liner, with its higher energy, freezes out faster than the top. A gain that grows on cooling is therefore no proof of a higher $Q$.

The slope of an Arrhenius plot says more. Differentiating $D_{\rm eff}$ with respect to $1/kT$, at constant prefactors,

$$Q_{\rm app}=-\frac{d\ln D_{\rm eff}}{d(1/kT)}=\frac{\sum_i f_iD_iQ_i}{\sum_i f_iD_i},$$

a mean weighted by the flux in each path. To extract it from lifetimes, plot $\ln(t_f/T)$, because $t_f\propto kT/D_{\rm eff}$ when force and thresholds are fixed. A test fixes the current, not the force: if $Z^*\rho$ rose with temperature like the resistivity of copper, every slope near 300 °C would come out about 0.06 eV too high. At 300 °C the bamboo line goes from 0.91 eV bare to 1.10 eV with the higher-$Q$ cap. For the prefactor cap the top still carries a quarter of the flux, so $Q_{\rm app}=0.25\times0.90+0.75\times1.10=1.05$ eV. Even that cap raises the measured slope: the liner flux is unchanged, but it is now the larger share of the total. A top that carried no atoms at all would give 1.10 eV too, so the slope alone cannot assign the energy to the top interface. In a bamboo line, samples with different ratios of width to height can separate the top from the liner, if the liner has the same diffusivity on the bottom and the sides. With a lengthwise grain boundary they are not enough: three unknown diffusivities then enter through only two terms, one in $1/h$ and one in $1/w$. Scaling both dimensions together helps in neither case, since it leaves the path shares unchanged as long as bulk is negligible.

**Q:** When should I distrust the whole explanation?

**A:** When the other paths carry more than a few per cent of the flux before capping, because the gain cannot exceed the inverse of their share. In the fine-grained line at 300 °C they carry 16%, so the ceiling is 6.4, and this cap gives 5.9. Distrust it also when the cap is uneven. If $D_{\rm eff}$ varies along the line, then in unstressed metal

$$\frac{\partial J}{\partial x}=\frac{F}{\Omega kT}\frac{dD_{\rm eff}}{dx},$$

so tension builds where atoms pass from a well-capped stretch into a poorly capped one. A void can then start inside the line, and the average drift no longer fixes the lifetime.

The model also leaves out Joule heating, thermal stress, changes of grain structure and the scatter between lines. It ignores the effect of tension on the vacancy content; with $\Omega\sigma_c/kT\approx0.23$ at 105 °C, a diffusivity proportional to $e^{\Omega\sigma/kT}$ would shorten the example lifetime by only about 2%. Absolute lifetimes deserve less trust than their ratios because they rest on round values of $D_0$, $Z^*$, $B$, $\sigma_c$ and $\ell_c$, which cancel in the ratio. Within these limits, in a line long enough for a void to reach $\ell_c$, and if the prefactor of the top interface and $\sigma_c$ stay about the same, the cap works chiefly through $Q$ when three things hold: the bare top dominates the flux, the cap raises its $Q$ by several $kT$, and the remaining paths are slow enough to let the gain show. The numerical output gives both line types at both temperatures.

## Numbers as computed

```
Section 100 x 100 nm, length 200 um, path thickness 0.5 nm
Q (eV): bare top 0.90, capped top 1.10, liner 1.10, grain boundary 1.00, bulk 2.00
D0 1.0e-06 m^2/s, Z* 1.0, rho 3.0e-08 ohm m, j 2.0e+10 A/m^2
Omega 1.20e-29 m^3, B 30 GPa, sigma_c 100 MPa, critical void 100 nm
Wind force 9.613e-17 N, stress gradient G 8.011e+12 Pa/m
Largest end tension GL/2: 801 MPa
Ring: ln drift drop for +2 kT in formation energy 1.9997
Ring: ln drift drop for +2 kT in migration energy 2.0000
T = 573.15 K (300 C), kT = 0.04939 eV
  top-interface drift ratio exp(dQ/kT): 57.4
  bamboo: D_eff bare 6.417e-17, capped 4.252e-18 m^2/s
    lifetime gain 15.1, ceiling 20.1
    top share of flux: bare 95.0 %, capped 25.0 %
    apparent Q: bare 0.910, capped 1.100 eV
    lifetime: bare 38.6, capped 583.2 h
  fine-grained: D_eff bare 7.222e-17, capped 1.230e-17 m^2/s
    lifetime gain 5.9, ceiling 6.4
    top share of flux: bare 84.4 %, capped 8.6 %
    apparent Q: bare 0.920, capped 1.035 eV
    lifetime: bare 34.3, capped 201.5 h
T = 378.15 K (105 C), kT = 0.03259 eV
  top-interface drift ratio exp(dQ/kT): 462.9
  bamboo: D_eff bare 5.094e-21, capped 4.373e-23 m^2/s
    lifetime gain 116.5, ceiling 155.3
    top share of flux: bare 99.4 %, capped 25.0 %
    apparent Q: bare 0.901, capped 1.100 eV
    lifetime: bare 36.6, capped 4267.3 years
  fine-grained: D_eff bare 5.329e-21, capped 2.790e-22 m^2/s
    lifetime gain 19.1, ceiling 19.9
    top share of flux: bare 95.0 %, capped 3.9 %
    apparent Q: bare 0.906, capped 1.016 eV
    lifetime: bare 35.0, capped 669.0 years
Bare bamboo at use: drift 9.379e-17 m/s, kappa 3.513e-19 m^2/s
  nucleation time 11.04 years, theta 0.3268
  lifetime times v / critical void: 1.0844
  stress diffusion length at failure 20.2 um
  finite-volume lifetime: bare 36.64, capped 4267.3 years
Gain from doubling sigma_c alone, bamboo at use: 1.568
Least sigma_c factor that could match the barrier gain: 10.8
Prefactor-only cap: top prefactor multiplied by 0.01743
  its gain at use temperature 42.1, barrier cap 116.5
```
